How a permittivity error changes the correction for a charged defect

Suppose a defect with three elementary charges is computed in a periodic cubic cell of side 1.2 nm (12 angstrom), in a host of static permittivity 10. If the periodic images are ignored, the formation energy comes out too low by about 1.5 eV. If they are corrected by the point-charge term alone, with a permittivity that is wrong by ten percent, an error of about 0.15 eV remains. At growth temperature and fixed Fermi level this changes a predicted defect concentration by a factor of three to five.

**The estimate on an envelope**

A periodic cell cannot carry a net charge, because its electrostatic energy would diverge. A uniform background of charge −qe per cell is therefore added to the defect charge qe. The defect is attracted to this background, which an isolated defect does not have. For a compact cell such as the cube, the computed energy is too low for either sign of q, and the correction to be added is positive. For a strongly elongated cell the repulsion of the near images wins: in a square prism the sign reverses once the length exceeds about 3.7 times the width.

To find its size, replace the cube of side L by a sphere of equal volume:

4πR³/3 = L³, so 1/R = (4π/3)^(1/3)/L ≈ 1.61/L.

In Gaussian units, and in a medium of permittivity ε, the background produces the potential −3qe/(2εR) at the centre of the sphere. Its energy with the defect charge is −3q²e²/(2εR). The background also repels itself, with energy +3q²e²/(5εR). The sum is

−(3/2 − 3/5) q²e²/(εR) = −(9/10) q²e²/(εR) ≈ −1.45 q²e²/(εL).

Neutral spheres do not act on each other, so this is the whole energy per cell in this picture. With e² = 1.44 eV nm, the correction is

1.45 × 9 × 1.44 eV nm / (10 × 1.2 nm) ≈ 1.57 eV.

It varies as 1/ε, so a ten percent error in ε changes it by about 0.16 eV.

**The energy of the periodic charge**

Take an insulating host with linear response and no free carriers. The ions are relaxed, so ε is the static permittivity. The mean electrostatic potential of the cell is set to zero, and the band energies in the formation energy refer to the bulk on the same potential scale.

Let the defect charge be a Gaussian of width s, with density proportional to exp(−r²/2s²). Its Fourier components at the reciprocal lattice vectors G are

ρ(G) = (qe/L³) exp(−s²G²/2).

The background cancels the component at G = 0. Poisson's equation, εG²φ(G) = 4πρ(G), gives the potential, and the energy per cell is half the integral of ρφ:

E_per = (L³/2) Σ′ 4π|ρ(G)|²/(εG²)
= (2πq²e²/εL³) Σ′ exp(−s²G²)/G².

The prime means that G = 0 is left out. For the isolated charge, (1/L³)Σ becomes ∫d³G/(2π)³. With d³G = 4πG²dG,

E_iso = (q²e²/πε) ∫₀^∞ exp(−s²G²) dG = q²e²/(2√π ε s).

The correction is E_iso − E_per.

**Evaluating the lattice sum**

Write t = s² and define

S(t) = (4π/L³) Σ′ exp(−tG²)/G², so that E_per = (q²e²/2ε) S(t).

Differentiation removes the factor 1/G²:

dS/dt = −(4π/L³) [Σ exp(−tG²) − 1],

where the sum now includes G = 0 and the −1 takes that term out again. Poisson's summation formula turns the sum into one over lattice vectors R:

(1/L³) Σ exp(−tG²) = (4πt)^(−3/2) Σ exp(−R²/4t).

The term R = 0 contributes −4π(4πt)^(−3/2) = −t^(−3/2)/(2√π) to dS/dt, which integrates to 1/√(πt). The −1 in the bracket contributes 4π/L³, which integrates to 4πt/L³. Each term with R ≠ 0, integrated from 0 to t, gives −erfc(R/2√t)/R, where erfc is the complementary error function. Hence

S(t) = −α/L + 1/√(πt) + 4πt/L³ − Σ(R≠0) erfc(R/2√t)/R.

The integration constant has been written −α/L because S has the dimension of an inverse length and L is the only length left. Solving for it gives

α/L = 1/√(πt) + 4πt/L³ − Σ(R≠0) erfc(R/2√t)/R − (4π/L³) Σ′ exp(−tG²)/G².

The left side does not depend on t, so t may be chosen to make both sums converge fast. For t = L²/4π the first two terms are 2/L and 1/L, and α is 3 less two small sums. Numerical summation gives α = 2.8373.

When s is much smaller than L, the erfc terms are exponentially small. The term 1/√(πt) = 1/(√π s) in S is the self-energy of the Gaussian, and it cancels against E_iso:

E_iso − E_per = αq²e²/(2εL) − 2πq²e²s²/(εL³).

The first term is the point-charge correction, E_pc. The second is due to the finite width of the charge.

**Why the macroscopic permittivity enters**

Close to the defect the host does not screen fully. Let the permittivity depend on wavevector, with

1/ε(G) = 1/ε + bG² + …

at small G. This still treats the host as uniform and isotropic on the atomic scale. The change of screening adds to the summand the smooth function

h(G) = exp(−s²G²) [1/ε(G) − 1/ε]/G², with h(0) = b.

For a smooth function, the sum over all G, including G = 0, equals the integral up to terms that fall exponentially with L divided by the screening length. The periodic energy lacks the term at G = 0, so integral minus sum is b/L³. Therefore

E_iso − E_per = αq²e²/(2εL) + (2πq²e²/L³)(b − s²/ε).

Short-range screening changes the 1/L³ term and leaves the 1/L term alone. In a crystal, even a cubic one, b can depend on the direction of G. Then h is not smooth at G = 0 and the coefficient of 1/L³ differs from the one given here, while the 1/L term is still unchanged. In this model the leading correction depends on the long-wavelength permittivity, and an error in that value passes straight into it.

**The effect of the error**

Let the value used be ε(1 + x), while the supercell energy is held fixed. The correction changes by

ΔE = E_pc [1/(1 + x) − 1] = −E_pc x/(1 + x) = −xE_pc + x²E_pc − …

For |q| = 3, L = 1.2 nm and ε = 10,

E_pc = 2.8373 × 9 × 1.43996 eV nm / (2 × 10 × 1.2 nm) = 1.532 eV.

The first-order change for |x| = 0.1 has the size 0.153 eV. The full changes are

ε taken as 11: ΔE = −1.532 eV × 0.1/1.1 = −0.139 eV,
ε taken as 9: ΔE = +1.532 eV × 0.1/0.9 = +0.170 eV.

They differ because the term x²E_pc has the same sign in both cases. Both sizes lie within 0.02 eV of the first-order value.

The sphere gave 1.45 where the cubic lattice gives α/2 = 1.42. The envelope estimate is thus about 2 percent above the lattice result, so nearly all of the correction comes from one charge and its own share of background. Both the attraction between them and the self-repulsion of the background are needed: the attraction alone would give 1.5 × 1.61 = 2.42.

**Other charges, cells and hosts**

At fixed cell and permittivity the error grows as q². To first order it is 0.017 eV for one charge, 0.068 eV for two and 0.153 eV for three. A ten percent error that hardly matters for a singly charged defect can therefore matter for a triply charged one.

The level between charges −3 and −2 is the Fermi energy at which the two formation energies agree. Each contains a term q times the Fermi energy, so the level equals the energy of charge −3 minus that of charge −2, both taken with the Fermi energy at zero. Its error is 9 − 4 = 5 ninths of the error for charge −3, or 0.085 eV to first order.

A larger cell helps slowly. To bring the first-order error for three charges down to 0.05 eV at the same relative error in ε, the side must be

L = 1.2 nm × 0.1532/0.05 = 3.68 nm,

which means about 29 times the volume. For this term the same gain comes from knowing ε to 3.3 percent. The value needed is the permittivity of the method used for the supercell, since that is what screens the charge in E_per. A better ε leaves the 1/L³ terms in place, however. In the example below they add 0.048 eV in the 1.2 nm cell and only 0.002 eV in the 3.68 nm cell.

For a fixed relative error in ε, the energy error falls as 1/ε. For a fixed absolute error δε it falls as δε/ε², so hosts of low permittivity need the more careful value.

In equilibrium the concentration varies as exp(−E_f/kT), where E_f is the formation energy. At 1300 K, kT = 0.112 eV. With the Fermi level and the chemical potentials held fixed, a permittivity of 11 in place of 10 multiplies the predicted concentration by exp(0.139/0.112) ≈ 3.5. A value of 9 multiplies it by about 0.22. If the defect compensates a sizeable share of the donors, the Fermi level moves against the change and the factors shrink. For 10¹⁹ cm⁻³ donors and an electron mass of 0.2, they become about 2.2 and 0.29 when the defects, at three electrons each, take up ten percent of the donor electrons, and 1.3 and 0.63 when they take up fifty percent.

**A real case and the neglected effects**

These parameters lie in the regime of a triply negative gallium vacancy in gallium nitride, whose static permittivity is roughly 10 and whose growth temperature can be roughly 1300 K. The cubic cell is an idealisation, since the usual crystal form is hexagonal, and a cell of another shape has another α. The permittivity also depends on direction. Take 9.7, 9.7 and 10.6 as example components. In the sums, εG² is then replaced by the matching quadratic form in G. A small departure from the mean can enter a cubic cell to first order only through the sum of the three components, because the three axes are equivalent there. The mean, 10.0, should thus serve well in the cube, and the full lattice sum differs from it by only 0.3 meV. In a cell with unequal sides this argument fails: for 1.0 × 1.0 × 1.73 nm, with the 10.6 component along the long side, the mean gives a correction too low by about 0.03 eV. Using the axial value 10.6 alone lowers the correction by 0.087 eV in the cube and by 0.11 eV in the elongated cell. These figures treat the host as a plain dielectric. Hexagonal gallium nitride is also piezoelectric: strain that relaxes inside the cell adds a direction-dependent part to the permittivity at small G, which is not a quadratic form and does change the 1/L term. With rough piezoelectric and elastic constants it lowers the correction in the cube by 0.01 to 0.02 eV.

The spread of the defect charge and the incomplete screening near it are smaller than the main term but not negligible. For s = 0.10 nm the width term is −0.047 eV. For the screening, take the model

ε(G) = 1 + 1/[1/(ε − 1) + G²/κ²], which gives b = (1 − 1/ε)²/κ².

With a rough κ of 20 nm⁻¹, b contributes +0.095 eV. The two terms together add 0.048 eV, about a third of the error from the permittivity. Both inputs are rough, so even the sign of this sum is uncertain for a real defect. If the charge spreads over a good part of the cell, the expansion fails and the point-charge form should not be used.

Free carriers were also left out, although the triply negative vacancy is favoured in n-type material. A rough linear estimate of their screening, −q²e²/(2ελ) with λ the Debye length of the electrons at 1300 K, lowers the defect energy by about 0.08 eV at 10¹⁸ cm⁻³ and 0.26 eV at 10¹⁹ cm⁻³. The linear form overstates the effect, because a negative defect can only deplete the electrons near it, and |q|e²/(ελkT) is already 1.5 at the higher density. A nonlinear Poisson–Boltzmann solution with a fixed donor background gives about 0.07 and 0.18 eV. Both estimates are classical. For an electron mass of 0.2 the thermal wavelength, 4.6 nm, exceeds the Debye length of 2.5 nm at the higher density, and quantum response alone lowers the linear value there from 0.26 to about 0.20 eV, so the figures at 10¹⁹ cm⁻³ are rough. At fixed Fermi level the shift at 10¹⁹ cm⁻³ is comparable to the ten percent error in ε, and the shift at 10¹⁸ cm⁻³ is about half as large. At fixed electron density the effect on the concentration is smaller, because the electrons are screened too: the Fermi level drops by about e²/(2ελ), and three times this offsets the gain, which leaves roughly 0.04 and 0.10 eV in the classical estimate.

The largest risk is the choice of permittivity itself. If the ions are held at positions that carry no response to a defect charge, such as those of the neutral cell, only the electrons screen, and the electronic value ε∞, roughly 5.3 here, belongs in the formula. If they are held at positions relaxed for another charge q₀, as in a vertical transition, neither value alone is right. In linear response q²/ε is then replaced by (q₀² + 2q₀Δ)/ε + Δ²/ε∞, with Δ = q − q₀. For charge −2 on the geometry of charge −3 this gives 0.83 eV, against 0.68 eV from the static value and 1.28 eV from the electronic one. If the ions relax for the charge they surround, the static value belongs in the formula. Using 5.3 for relaxed ions gives a correction of 2.89 eV in place of 1.53 eV, an error of 1.36 eV, nearly nine times the effect of the ten percent uncertainty.

The permittivity errors given here refer to the point-charge term alone. Some correction schemes also align the computed potential with a model potential that contains the same ε. A wrong permittivity then changes the alignment term as well, and in the opposite sense. The term added is −qe times the computed potential minus the model potential far from the defect. Averaged over the plane midway between images, the model potential of a point charge in the cube is −πqe/(6εL). The part of the total that depends on the chosen ε therefore has the coefficient α/2 − π/6 = 0.895 in place of 1.42. For the case above the result changes, relative to ε = 10, by −0.088 eV for ε taken as 11 and +0.107 eV for ε taken as 9, about 37 percent less than for the point-charge term alone. The reduction depends on where the potential is sampled: averaged over a slab of thickness L/4 about that plane it is 34 percent, and over L/2 it is 27 percent. In the model used here the alignment term at the right ε equals (2πq²e²/L³)(2b − s²/ε). It recovers the width term but counts the b term twice, which leaves the example 0.095 eV too high.
